\section*{Critical Thickness of an In-Plane Polarized Ferroelectric Film}

\section{Definitions and conventions}

A ferroelectric film occupies $0<z<L$ and extends far in the plane. Its polarization points along $x$, in the plane, and has the profile $P(z)$. The free energy per area, measured from the state $P=0$, is
\begin{equation}
F[P]=\int_0^L\!\Big(\frac a2P^2+\frac b4P^4+\frac g2P'^2\Big)dz
+\frac{g}{2\delta_1}P(0)^2+\frac{g}{2\delta_2}P(L)^2 .
\label{eq:F}
\end{equation}
A prime means $d/dz$. The coefficient $a=\alpha_0(T-T_0)$ is negative below the bulk transition temperature $T_0$, while $\alpha_0$, $b$ and $g$ are positive. The lengths $\delta_1,\delta_2>0$ are the extrapolation lengths. When positive, they make polarization at a face cost energy. For $a<0$ define
\begin{equation}
\xi=\sqrt{g/|a|},\qquad P_0=\sqrt{|a|/b}.
\end{equation}
$P_0$ is the bulk polarization, the nonzero solution of $aP+bP^3=0$.

The critical thickness $L_c$ separates films whose lowest state is $P=0$ from films whose lowest state is polar, at fixed temperature and zero applied field. The treatment is mean-field theory, and the component of polarization normal to the film is assumed to stay zero.

\section{Why there is no depolarizing field}

The bound charge density is $-\nabla\cdot\mathbf P=-\partial_xP(z)=0$. The surface charge $\mathbf P\cdot\mathbf n$ vanishes on both faces because $\mathbf P$ is parallel to them. Charge remains at the distant lateral ends, where electrodes are assumed to screen it.

With the end charge screened, a polarization that also varies in the plane adds a gradient energy and an electrostatic energy, neither of which is negative. The uniform profile therefore becomes unstable first, and it is enough to study $P(z)$.

\section{Boundary conditions from the energy}

Replace $P$ by $P+\eta$ and keep terms linear in $\eta$. Integrating the gradient term by parts,
\begin{equation}
\int_0^L gP'\eta'\,dz=gP'(L)\eta(L)-gP'(0)\eta(0)-\int_0^L gP''\eta\,dz ,
\end{equation}
gives
\begin{align}
\delta F={}&\int_0^L(aP+bP^3-gP'')\,\eta\,dz
+g\Big[\frac{P(0)}{\delta_1}-P'(0)\Big]\eta(0)\nonumber\\
&+g\Big[\frac{P(L)}{\delta_2}+P'(L)\Big]\eta(L).
\end{align}
Since $\eta$ is free inside the film and at both faces, each factor must vanish:
\begin{equation}
gP''=aP+bP^3,\qquad P'(0)=\frac{P(0)}{\delta_1},\qquad P'(L)=-\frac{P(L)}{\delta_2}.
\label{eq:bc}
\end{equation}
The tangent to $P(z)$ at the face $z=0$ reaches zero at $z=-\delta_1$, outside the film. This is the geometric meaning of the extrapolation length.

\section{Linear modes}

Near $P=0$ the cubic term drops out. The stability of $P=0$ is decided by the modes of the quadratic energy,
\begin{equation}
-g\varphi''+a\varphi=\lambda\varphi ,
\label{eq:mode}
\end{equation}
with the boundary conditions of \eqref{eq:bc}. Multiply by $\varphi$, integrate by parts and insert the boundary conditions:
\begin{equation}
(\lambda-a)\int_0^L\varphi^2dz
=g\int_0^L\varphi'^2dz+\frac g{\delta_1}\varphi(0)^2+\frac g{\delta_2}\varphi(L)^2 .
\end{equation}
The right side is positive, because it could vanish only for a constant that is zero at the faces. Hence $\lambda=a+gk^2$ with real $k>0$, and \eqref{eq:mode} becomes $\varphi''=-k^2\varphi$.

Write the solution as $\varphi=\cos(kz-\theta_1)$, so that $\varphi'=-k\sin(kz-\theta_1)$. At $z=0$ the condition is $k\sin\theta_1=\cos\theta_1/\delta_1$. At $z=L$ it is $k\sin(kL-\theta_1)=\cos(kL-\theta_1)/\delta_2$. Therefore
\begin{equation}
\tan\theta_1=\frac1{k\delta_1},\qquad
\tan(kL-\theta_1)=\frac1{k\delta_2}\equiv\tan\theta_2 ,
\end{equation}
with both $\theta_i$ chosen between $0$ and $\pi/2$. The tangent repeats with period $\pi$, so
\begin{equation}
kL=\theta_1(k)+\theta_2(k)+n\pi,\qquad n=0,1,2,\dots
\label{eq:kn}
\end{equation}
Negative $n$ would make $kL$ negative. The function $kL-\theta_1-\theta_2$ rises steadily with $k$, starting from $-\pi$, so each $n$ has one root $k_n$, and $k_0$ is the smallest. For $n=0$ the argument of the cosine runs from $-\theta_1$ to $\theta_2$, where the cosine has no zero. The softest mode thus has one sign throughout the film.

\section{The critical thickness}

For $n=0$, equation \eqref{eq:kn} reads
\begin{equation}
L=\frac1k\Big[\arctan\frac1{k\delta_1}+\arctan\frac1{k\delta_2}\Big].
\label{eq:Lk}
\end{equation}
Both factors decrease with $k$, so $k_0$ falls steadily as the film thickens. The lowest eigenvalue
\begin{equation}
\lambda_0=a+gk_0^2=g\big(k_0^2-\xi^{-2}\big)
\end{equation}
changes sign once, at $k_0=1/\xi$. Inserting this value in \eqref{eq:Lk} gives
\begin{equation}
\boxed{\;\frac{L_c}{\xi}=\arctan\frac{\xi}{\delta_1}+\arctan\frac{\xi}{\delta_2}\;}
\label{eq:Lc}
\end{equation}
The addition formula for the tangent turns this into
\begin{equation}
\tan\frac{L_c}{\xi}
=\frac{\xi/\delta_1+\xi/\delta_2}{1-\xi^2/(\delta_1\delta_2)}
=\frac{\xi(\delta_1+\delta_2)}{\delta_1\delta_2-\xi^2},
\qquad 0<\frac{L_c}{\xi}<\pi .
\label{eq:tan}
\end{equation}
The stated interval is part of the result: the other positive roots, $L_c+n\pi\xi$, are the thicknesses at which higher modes soften. If $\delta_1\delta_2=\xi^2$, the tangent diverges and $L_c=\pi\xi/2$. For equal faces, \eqref{eq:Lc} gives
\begin{equation}
\tan\frac{L_c}{2\xi}=\frac{\xi}{\delta}.
\label{eq:sym}
\end{equation}

At fixed temperature these equations can be solved explicitly for $L_c$. At fixed thickness the unknown is the transition temperature, and the equation is then transcendental in earnest. One first solves \eqref{eq:kn} with $n=0$ for $k_0$. Setting $\alpha_0(T_c-T_0)+gk_0^2=0$ then gives
\begin{equation}
T_c(L)=T_0-\frac{g\,k_0(L)^2}{\alpha_0},
\label{eq:Tc}
\end{equation}
provided that $g$ and the $\delta_i$ do not depend on temperature.

\section{From linear instability to the true transition}

A linear calculation shows where $P=0$ becomes unstable. It does not by itself exclude a polar state of lower energy in a thinner film. For $b>0$ this gap can be closed. Expanding $P$ in the orthogonal modes bounds the quadratic energy from below by its lowest eigenvalue:
\begin{equation}
F[P]\ge\frac{\lambda_0}2\int_0^LP^2dz+\frac b4\int_0^LP^4dz .
\end{equation}
For $L\le L_c$ we have $\lambda_0\ge0$, and every nonzero $P$ has positive energy. For $L>L_c$ take $P=A\varphi_0$ and write $I_m=\int_0^L\varphi_0^m\,dz$:
\begin{equation}
F=\frac{\lambda_0}2A^2I_2+\frac b4A^4I_4 .
\end{equation}
This is negative for small $A$, so the lowest state is polar. Setting $dF/dA=0$ gives the amplitude to leading order near the threshold,
\begin{equation}
A^2=-\frac{\lambda_0I_2}{b\,I_4}.
\label{eq:A}
\end{equation}

For equal faces $\varphi_0$ is a cosine centred on the midplane. With $\cos^2u=\tfrac12+\tfrac12\cos2u$ and $\cos^4u=\tfrac38+\tfrac12\cos2u+\tfrac18\cos4u$,
\begin{equation}
I_2=\frac L2+\frac{\sin kL}{2k},\qquad
I_4=\frac{3L}8+\frac{\sin kL}{2k}+\frac{\sin2kL}{16k}.
\end{equation}
The dependence on thickness follows by differentiating $kL=2\arctan[1/(k\delta)]$ with respect to $L$:
\begin{equation}
k+L\frac{dk}{dL}=-\frac{2\delta}{1+k^2\delta^2}\frac{dk}{dL}
\;\Rightarrow\;
\frac{d\lambda_0}{dL}\Big|_{L_c}=2gk\frac{dk}{dL}\Big|_{L_c}
=-\frac{2|a|}{L_c+2\delta/(1+\delta^2/\xi^2)} .
\label{eq:slope}
\end{equation}
Near the threshold $-\lambda_0$ is proportional to $L-L_c$, so the polarization grows as $\sqrt{L-L_c}$.

If $b<0$, with a positive sixth-order term for stability, the conclusion changes. At $L=L_c$ the quadratic energy of $\varphi_0$ is zero and the quartic energy is negative, so a polar state already lies below $P=0$. By continuity it does so in somewhat thinner films too. Equation \eqref{eq:Lc} then gives the stability limit of $P=0$, not the critical thickness.

\section{Limiting cases}

\textbf{Strong suppression}, $\delta_i\ll\xi$. Both arctangents approach $\pi/2$ and $L_c\to\pi\xi$. The polarization vanishes at the faces and half a wavelength must fit into the film.

\textbf{Weak suppression}, $\delta_i\gg\xi$. With $\arctan x\simeq x$,
\begin{equation}
L_c\simeq\xi^2\Big(\frac1{\delta_1}+\frac1{\delta_2}\Big).
\end{equation}
The profile is nearly uniform. The same result follows from equating the bulk gain $|a|LP^2/2$ to the surface cost $gP^2(1/\delta_1+1/\delta_2)/2$.

\textbf{Close to $T_0$}, $\xi$ is large. From $\arctan x\simeq\pi/2-1/x$,
\begin{equation}
L_c\simeq\pi\xi-\delta_1-\delta_2 .
\end{equation}
The film behaves as if the zeros of $P$ lay one extrapolation length outside each face.

\textbf{Negative lengths at both faces.} For a constant $P$ and $a<0$, the bulk and surface parts of the quadratic energy are both negative at any $L$. No critical thickness exists, which is why the sign of $\delta_i$ matters.

\section{Worked example}

Take round model values in the rough regime of hafnia-zirconia memory films: $|a|=2.0\times10^9$ V\,m/C at 300 K, $P_0=20\ \mu$C/cm$^2$ and $T_0=700$ K, hence $\alpha_0=5.0\times10^6$ V\,m/(C\,K). The values $g=1.0\times10^{-9}$ V\,m$^3$/C and $\delta_1=\delta_2=0.5$ nm are assumptions. Then
\begin{align}
\xi&=\sqrt{\frac{1.0\times10^{-9}}{2.0\times10^{9}}}\ \text{m}=0.707\ \text{nm},
\qquad \frac{\xi}{\delta}=1.414,\\
L_c&=2(0.707\ \text{nm})\arctan(1.414)=2(0.707)(0.955)\ \text{nm}=1.35\ \text{nm}.
\end{align}
The lowest eigenvalue of the quadratic part of \eqref{eq:F}, computed in a polynomial basis with free end values, vanishes at the same 1.35 nm. If the second face has $\delta_2=2.0$ nm instead, $L_c$ falls to 0.92 nm.

With $g$ and $\delta$ held fixed, heating to 400 K raises $L_c$ to 1.67 nm, and at 600 K it is 3.48 nm. The limit close to $T_0$ gives $\pi(1.414)-1.0=3.44$ nm at 600 K.

For a 3.0 nm film the root of \eqref{eq:kn} is $k_0=0.795$ nm$^{-1}$. As a check, $k_0L=2.385$ and $2\arctan[1/(0.795\times0.5)]=2.385$. Equation \eqref{eq:Tc} gives
\begin{equation}
T_c=700\ \text{K}-\frac{(1.0\times10^{-9})(0.795\times10^9)^2}{5.0\times10^6}\ \text{K}\simeq574\ \text{K}.
\end{equation}
At 300 K this film is well inside the polar range, and minimizing the full energy gives a midplane polarization of $18\ \mu$C/cm$^2$.

Now take a film 1\% thicker than $L_c$. Equation \eqref{eq:slope} gives $-\lambda_0/|a|\simeq2(0.0135)/(1.351+0.667)=0.0134$. At the threshold $I_2/I_4=1.24$, so \eqref{eq:A} yields $A\simeq P_0\sqrt{0.0134\times1.24}=2.6\ \mu$C/cm$^2$. Full minimization also gives $2.6\ \mu$C/cm$^2$, and $5.1\ \mu$C/cm$^2$ at 4\% above $L_c$: four times the excess thickness, nearly twice the polarization. At 3\% below $L_c$, minimizations started from three different amplitudes all relax to $P=0$.

\section{What the model leaves out}

\textbf{Unit cells.} With an assumed cell height $c=0.5$ nm, $L_c$ is only 2.7 cells, which is the edge of continuum theory. Put one value of $P$ on each of $N$ cells and replace $P'$ by differences. Because $\delta=c$ here, the surface terms act like a neighbouring cell with $P=0$ at each end, and the lowest eigenvalue is
\begin{equation}
\lambda_0=a+\frac{2g}{c^2}\Big(1-\cos\frac{\pi}{N+1}\Big).
\end{equation}
The second term is $2.3\times10^9$ V\,m/C for $N=3$ and $1.5\times10^9$ for $N=4$. The thinnest polar stack at 300 K therefore has 4 cells, or 2.0 nm, against 1.35 nm in the continuum. At 600 K it has 8 cells, or 4.0 nm, against 3.48 nm. These counts place each face on the last cell centre. With the faces half a cell further out they become 3 cells (1.5 nm) and 7 cells (3.5 nm), so the count is uncertain by about one cell.

\textbf{First-order transition.} Take the bulk terms $aP^2/2+bP^4/4+fP^6/6$ with $b=-|a|/P_0^2$ and $f=2|a|/P_0^4$, which keeps the same $a$ and $P_0$. This variant has a polar ground state from 1.27 nm, 6\% below $L_c$. The size of the shift is not fixed by $a$ and $P_0$: with $b=-0.3|a|/P_0^2$ or $-3|a|/P_0^2$, and $f$ adjusted to keep $P_0$, it is 1\% or 23\%.

\textbf{Lateral ends.} Let electrodes a distance $W=1000$ nm apart screen the end charge with a screening length $\ell=0.05$ nm each. Zero total voltage requires $EW+2\ell P/\varepsilon_0=0$. The field $E=-2\ell P/(\varepsilon_0W)$ adds $2\ell/(\varepsilon_0W)$ to $a$, which is 0.6\% of $|a|$, and $L_c$ becomes 1.36 nm. With no screening, treating the cross-section as a uniformly polarized ellipse gives a shift $L/[(L+W)\varepsilon_0]$ of 8\% of $|a|$ and $L_c\approx1.44$ nm. The shape matters: a uniform $P$ in the true rectangular cross-section costs about 20\% of $|a|$ ($L_c$ near 1.6 nm), and letting $P$ fall off toward the ends brings this back to about 9\% and 1.45 nm. All these estimates neglect the background permittivity. Without screening, stripes of alternating polarization can lower the energy of the end charge, and a stripe period near 90 nm reduces the shift to below 1\% of $|a|$, so an open film becomes polar, in stripes, by about 1.36 nm.

\textbf{Fluctuations.} The bulk energy gain $|a|P_0^2/4=2.0\times10^7$ J/m$^3$, multiplied by $\xi^3$, is only $1.7\,k_BT$ at 300 K. Mean-field theory is thus not quantitatively secure here, and the sharp onset may be shifted or smeared.

\section{Comparison with real hafnia films}

Polarizations of order $10\ \mu$C/cm$^2$ and coercive fields of order 1 MV/cm are typical of hafnia-zirconia capacitors. The model's bulk field for uniform switching, $2|a|P_0/(3\sqrt3)=1.5$ MV/cm, is of that order. Typical films are about 10 nm thick, so the 3 nm example is thin. One assumption that ordinary memory capacitors break is the direction of polarization: their electrodes lie above and below the film and use the normal component. The screening estimate then applies with $W$ replaced by the film thickness. For 10 nm and the same $\ell$, the shift of $a$ grows a hundredfold, to about 56\% of $|a|$, and it would reach $|a|$ between 5 and 6 nm. Background permittivity, neglected here, reduces this shift, while the surface terms add a further cost, so these numbers are not a critical thickness for normal polarization. The value of 1.35 nm therefore does not carry over to such capacitors. It refers to in-plane electrodes, where the bulk field of 1.5 MV/cm across a 1000 nm gap would mean about 150 V. The switching field of a thin film is lower in this model: about 0.8 MV/cm at 3 nm, falling to zero at $L_c$. Given the cell count and the assumed $g$ and $\delta$, the model supports a critical thickness of one to two nanometres at 300 K and no finer figure. This is not a prediction for real hafnia, where the polar phase competes with nonpolar crystal phases and the thickness also affects which of them forms. The model contains no such competition. The remaining digits are in the numerical output.

\section*{Table of computed values}
\begin{verbatim}
INPUTS (round model values)
|a| at 300 K: 2.00e+09 V m/C
Temperature T0 where a = 0: 700 K
Slope alpha0: 5.00e+06 V m/(C K)
Bulk polarization at 300 K: 20.0 uC/cm2
Quartic coefficient b: 5.00e+10 V m^5/C^3
Gradient coefficient g: 1.00e-09 V m^3/C
Extrapolation length, both faces: 0.50 nm
CRITICAL THICKNESS
Length xi at 300 K: 0.7071 nm
Ratio xi/delta: 1.4142
arctan(xi/delta): 0.9553 rad
L_c from formula: 1.3510 nm
L_c from energy eigenvalue: 1.3510 nm
Upper limit pi*xi (delta to 0): 2.2214 nm
Largest relative error, five face pairs: 6.7e-15
At 400 K: xi = 0.8165 nm, L_c = 1.6678 nm
At 600 K: xi = 1.4142 nm, L_c = 3.4817 nm
Faces 0.5 and 2.0 nm, 300 K: L_c = 0.9158 nm
FILM OF GIVEN THICKNESS
Thickness: 3.0 nm
Soft-mode wave number k: 0.7950 1/nm
Transition temperature: 573.6 K
Midplane polarization at 300 K: 18.25 uC/cm2
ONSET (midplane polarization)
L/L_c = 1.04: full 5.055, one-mode 5.059 uC/cm2
L/L_c = 1.01: full 2.566, one-mode 2.567 uC/cm2
NEGLECTED EFFECTS
Cell height assumed: 0.50 nm; L_c/cell = 2.70
Discrete cells, 300 K: thinnest polar stack 4 cells = 2.0 nm
Discrete cells, 600 K: thinnest polar stack 8 cells = 4.0 nm
First-order variant (b<0): polar from 1.267 nm
Electrode gap: 1000 nm; screening length 0.05 nm
Screened ends: a rises by 0.56 % of |a|, L_c = 1.357 nm
Open ends (elliptic estimate): 7.62 % of |a|, L_c = 1.433 nm
Bulk well depth: 2.00e+07 J/m3
Well depth * xi^3 / kT at 300 K: 1.71
Uniform-switching coercive field: 1.54 MV/cm
\end{verbatim}
